# Why thinning a percolating film raises its in-plane conduction threshold

**Q:** I deposit films in which a conducting oxide is mixed at random with an insulating one. What does the composition have to do with thickness, if I measure the current along the film and not through it?

**A:** Let me fix a model first. Divide the film into cubic cells, $h$ of them across the thickness and very many in the plane. Each cell conducts with probability $p$, independently of the others. Current passes between conducting cells that share a face, and insulating cells carry nothing. The outer surfaces are free: there is simply no material beyond them. The film conducts in its plane if a connected path of conducting cells runs from one contact to the other. In a film of unlimited width this happens above a definite fraction, the threshold $p_c(h)$. The bulk threshold, for $h\to\infty$, is $p_c=0.3116$ for this lattice.

A path along the film need not stay in one layer. When it meets an insulating cell it can go around it sideways, or above or below. Thinning removes routes of the second kind.

**Q:** Can you show that this matters with numbers?

**A:** Take a straight row with one blocked cell whose two neighbours in the row conduct. The shortest detour on any one side uses three further cells, so it is open with probability $p^3$. Detours on different sides share no cells and are independent. In a single layer there are two sides; deep inside a thick film there are four. At $p=0.40$, $p^3=0.064$, and the chance that at least one short detour is open is

$$1-(1-0.064)^2=0.12,\qquad 1-(1-0.064)^4=0.23 .$$

The depth nearly doubles the chance of a repair by the shortest detours. Longer detours, which can combine sideways and vertical steps, add to the advantage. This does not yield the threshold, which depends on detours of all lengths, but it shows the mechanism.

The direction of the effect follows without any estimate. Take a film of $h+1$ layers and remove one outer layer. Any path in the remaining $h$ layers was already present in the thicker film. So if $h$ layers conduct at some $p$, $h+1$ layers do too:

$$p_c(h+1)\le p_c(h),\qquad p_c(h)\ge p_c .$$

Thinning can therefore never lower the threshold in this model. There is also an upper limit. A single layer is a square lattice, with threshold 0.5927, so any composition above that conducts at every thickness.

**Q:** That gives a direction. What sets the size of the shift?

**A:** The comparison of two lengths. Near $p_c$ the bulk has one large length, the correlation length $\xi$. Below $p_c$ it is the size of the largest typical clusters; above $p_c$ it is the scale beyond which the connected network looks uniform. Measured in cells it grows as

$$\xi\sim|p-p_c|^{-\nu},\qquad \nu\simeq0.88 .$$

Just above $p_c$, the paths that hold the bulk network together wander over distances of order $\xi$ in all directions, including the depth. If $h\gg\xi$, the film has room for them. If $h\ll\xi$, the surfaces cut them. The change occurs at $\xi\sim h$, so

$$|p-p_c|^{-\nu}\sim h\quad\Rightarrow\quad |p-p_c|\sim h^{-1/\nu}.$$

**Q:** "Of the order of" leaves room for a great deal. Why should the threshold itself follow that power, and not just some crossover near it?

**A:** For that we need a scaling argument. It is not a rigorous proof, but its assumptions can be stated.

Group the cells into cubes of side $b$ and treat each cube as one new cell, retaining whether and how it connects to its neighbours. Describe the distance from the bulk threshold by a variable $u=(p-p_c)+O\big((p-p_c)^2\big)$, with the small nonlinear part chosen so that grouping multiplies $u$ by a factor: $u'=\Lambda(b)\,u$. The first assumption is that near $p_c$ this is the only variable that grows under grouping.

Grouping by $b_1$ and then by $b_2$ is the same as grouping by $b_1b_2$, so

$$\Lambda(b_1b_2)=\Lambda(b_1)\Lambda(b_2)\quad\Rightarrow\quad\Lambda(b)=b^{y},$$

since a power is the smooth solution of this equation. The physical correlation length is unchanged, but counted in the larger cells it is $b$ times smaller:

$$\xi(b^{y}u)=\xi(u)/b .$$

Now choose $b=|u|^{-1/y}$. Then $b^{y}u=\pm1$, and

$$\xi(u)=b\,\xi(\pm1)=|u|^{-1/y}\,\xi(\pm1).$$

Comparison with the definition of $\nu$ gives $y=1/\nu$.

Apply the same grouping to the film. The second assumption is that its free surfaces add no growing variable of their own. Its thickness becomes $h/b$ new cells. Whether it conducts from end to end cannot depend on how we group it. With $b=h$ the film turns into a single layer of blocks, and its state is described by

$$x=h^{1/\nu}u .$$

This layer is a two-dimensional network, and it starts to conduct at some fixed value $x=x^*$. The number $x^*$ does not contain $h$, because $h$ has been absorbed. Setting $h^{1/\nu}u=x^*$ and using $u\simeq p-p_c$,

$$p_c(h)-p_c\simeq A\,h^{-1/\nu},\qquad A=x^* .$$

The argument connects the film exponent with the bulk one. It does not calculate $\nu$; the value 0.8765 used below is the established three-dimensional one, giving $1/\nu=1.141$.

**Q:** Your blocks form a two-dimensional network. Should I not use the two-dimensional exponent, $4/3$?

**A:** It enters, but at a later stage. Two questions have to be kept apart.

The first is how likely a block of side $h$ is to connect to its neighbours. That is decided inside the block, at scales up to $h$, where paths can still use all three directions. It brings in $h^{1/\nu}$ with the three-dimensional $\nu$, and it fixes where the threshold lies.

The second is how the network of blocks behaves close to its own threshold. There the in-plane correlation length, counted in blocks, grows as $|x-x^*|^{-4/3}$. This tells you how sharp the threshold is in a sample of lateral size $L$. Such a sample is $L/h$ blocks wide, and the transition is smeared when the correlation length reaches that width:

$$|x-x^*|^{-4/3}\sim L/h\quad\Rightarrow\quad |p-p_c(h)|\sim h^{-1/\nu}(L/h)^{-3/4}.$$

For a film 20 nm thick and 10 µm long, $L/h=500$ and $(L/h)^{-3/4}\simeq0.01$. Up to a factor of order one, the smearing is then about a hundredth of $h^{-1/\nu}$. If instead $L$ is comparable with $h$, the device is a single block, and its threshold is smeared by about as much as it is shifted.

**Q:** Is it certain that $x^*$ is positive? It could be zero, and then there would be no shift of this form.

**A:** Inclusion excludes a negative value but permits zero. A first test is to simulate a film at the bulk threshold itself. If there were no shift, a wide film would be critical there, and a square piece would keep a finite chance of being crossed however large it was. For six layers at $p=0.3116$, the crossing probability is 0.307 for a lateral size of 6 cells, 0.009 for 24, and no crossing was found in 300 samples for 72. The block connects fairly often, but the film made of such blocks does not. A chain of connections must succeed again and again along the plane, and at $p_c$ the blocks are not connected well enough for that. The composition must be raised until they are.

**Q:** How well connected must they be?

**A:** If the argument holds, equally well at every thickness. I took isolated cubes of side $h$ at the threshold of the film with the same $h$. They are crossed with probability 0.630 for $h=6$, 0.648 for $h=8$ and 0.619 for $h=12$. The sampling error of each is about 0.01, and corrections of relative order $1/h$ are expected too. At the bulk threshold, by comparison, cubes of side 8 and 20 are crossed with a probability of only about 0.3. The film values stay well above this and show no clear fall towards it as $h$ grows. This is what a positive $x^*$ requires; a shift at one thickness alone could still come from a correction that fades faster than $h^{-1/\nu}$. For contrast, a cube of side 12 at the threshold of the *six*-layer film is crossed with probability 0.904. So the near-constancy is not a property of cubes in general; it appears when composition and thickness are changed together along the threshold line.

**Q:** How did you find the film thresholds without assuming the law?

**A:** From connectivity alone. In a two-dimensional square sample with a self-dual network, either a conducting path joins left to right or a blocking line joins top to bottom. At threshold the two are equally likely by symmetry, so the crossing probability is $1/2$. Universality carries this value over to other two-dimensional networks, including a film much wider than it is thick. I kept the lateral size at 12 times the thickness for all the films and located the $p$ at which half the samples are crossed.

Because 12 is not infinite, this has a small systematic error that the statistical errors below do not contain. A single layer 64 cells wide gave $0.5905\pm0.0008$ against the established 0.5927. The difference, 0.0022, is nearly three statistical errors. Most of it is probably chance, because the finite width shifts a layer this wide by less than 0.001. But a single layer only 12 cells wide comes out about 0.005 too low, so I would not trust the third decimal of any threshold to better than a few units.

The results are 0.4743 for 2 layers, 0.4264 for 3, 0.3996 for 4, 0.3696 for 6, 0.3550 for 8 and 0.3401 for 12, with statistical errors of 0.0004 to 0.0007.

**Q:** Let me try it. Between 6 and 12 layers the shift falls from 0.0580 to 0.0285. That is a factor of 2.04 for a doubling, so the power is $\ln2.04/\ln2=1.03$, not 1.14.

**A:** Your arithmetic is right, and it shows why thin films need the next term. The power law is the leading behaviour for large $h$. A free surface weakens the connected network beneath it, to a depth that grows with $\xi$. The part of this effect that scales with the thickness is already contained in $A$. What remains is a correction set by the cell size. The simplest description is an effective thickness $h+h_0$, with $h_0$ a fixed number of cells:

$$p_c(h)-p_c=A\,(h+h_0)^{-1/\nu}
=A\,h^{-1/\nu}\left(1+\frac{h_0}{h}\right)^{-1/\nu}
\simeq A\,h^{-1/\nu}\left(1-\frac{h_0}{\nu h}\right).$$

The last step keeps the first order in $h_0/h$. The correction disappears as $1/h$, slowly enough to distort a logarithmic slope at ten layers. This form is an assumption, to be judged by the data. It is not the only candidate: the nonlinear part of $u$, dropped when we set $u\simeq p-p_c$, gives a relative correction of order $h^{-1/\nu}$, close to $1/h$. A fit with $u=(p-p_c)+B(p-p_c)^2$ and no offset also describes the six thresholds acceptably (chi-square 6.9 for four degrees of freedom). The fitted $h_0$ absorbs both effects and should not be read as a measured surface depth.

With $\nu=0.8765$ held fixed, the six thresholds give $A=0.519$ and $h_0=0.76$. For your doubling this predicts a factor

$$\left(\frac{12.76}{6.76}\right)^{1.141}=2.06,$$

close to your 2.04. If the power is left free as well, the fit returns $1.159\pm0.033$, in agreement with 1.141. A sharper comparison is with the two-dimensional exponent, with $p_c$ held at its known value. With four degrees of freedom, chi-square is 2.3 for $\nu=0.8765$ and 309.2 for $\nu=4/3$, although the second fit could also adjust its own amplitude and offset (the latter between $-1.5$ and 8 cells). These figures count statistical errors only. If an independent error of 0.002 is added to each threshold, the second chi-square falls to about 20 and the first to 0.2. The three-dimensional exponent is still clearly preferred, but the free power is then uncertain by about 0.13 instead of 0.033. All of this relies on knowing $p_c$ independently. If $p_c$ is fitted as well, $\nu=4/3$ moves it to about 0.294 and gives chi-square 12.4 for three degrees of freedom, against 2.2. With the added error of 0.002 the two values are 1.0 and 0.2, and these six thresholds no longer separate the exponents.

The formula should not be pushed to one layer. There it gives $0.3116+0.519\times1.76^{-1.141}=0.584$, whereas the true value is 0.5927. The error is 3% of the shift.

**Q:** Does the bulk itself show the same exponent, with no film involved?

**A:** Roughly. The crossing probability of a cube of side $L$ depends on $(p-p_c)L^{1/\nu}$, so its slope in $p$ at $p_c$ should grow as $L^{1/\nu}$. The slopes are 6.52 for $L=8$ and 16.46 for $L=20$, which gives

$$\frac{\ln(16.46/6.52)}{\ln(20/8)}=1.01 .$$

This is 0.13 below 1.141, while the sampling error is about 0.03, so noise alone is an unlikely explanation. The cubes have free surfaces too, and corrections from these may explain the difference, but two sizes are not enough to test that. The cubes give a power well above the two-dimensional value 0.75, but the films provide the better measurement.

**Q:** Now give me nanometres. Suppose the cells are 5 nm and 38% of them conduct.

**A:** Then the thresholds are 0.474 at 10 nm, 0.400 at 20 nm, 0.355 at 40 nm and 0.340 at 60 nm. Your fraction lies between the values for 20 and 40 nm. To find the critical thickness, set $p_c(h_c)=p$ and solve:

$$(h_c+h_0)^{-1/\nu}=\frac{p-p_c}{A}
\quad\Rightarrow\quad
h_c=\left(\frac{A}{p-p_c}\right)^{\nu}-h_0 .$$

With $p-p_c=0.38-0.3116=0.0684$,

$$h_c=\left(\frac{0.519}{0.0684}\right)^{0.8765}-0.76=5.91-0.76=5.15\ \text{cells},$$

or about 26 nm. Simulated squares of 600 nm side at the same fraction, 0.38, are consistent with this. Of 200 films 20 nm thick, none was crossed; of 100 films 40 nm thick, all were. These runs place the critical thickness between 20 and 40 nm; the value of 26 nm within that range comes from the fitted law. It is an interpolation, because the model has only whole layers: five layers (25 nm) have a threshold just above 0.38, about 0.382 by the law, so the thinnest wide film that conducts has six layers (30 nm).

**Q:** How accurately must I control the composition?

**A:** Differentiate $h_c$ with respect to $p$:

$$\frac{dh_c}{dp}=-\frac{\nu}{p-p_c}\left(\frac{A}{p-p_c}\right)^{\nu}
=-\frac{0.8765\times5.91}{0.0684}=-76\ \text{cells}.$$

A composition error of 0.01 therefore moves the critical thickness by 0.76 cells, or about 4 nm. Closer to the bulk threshold it becomes worse: $h_c$ grows as $(p-p_c)^{-\nu}$, in the same way as $\xi$. At or below $p_c$ no thickness is sufficient.

**Q:** My insulator is not perfect. Does tunnelling ruin the picture?

**A:** Not through a whole cell, provided the insulator in it is free of defects. Take a barrier of 2 eV and an effective mass of 0.3 electron masses. The tunnelling factor $e^{-2\kappa d}$, with $\kappa=\sqrt{2mV}/\hbar$, is $6\times10^{-18}$ for $d=5$ nm at low voltage. With 1 V across the cell it rises to about $10^{-15}$, which is still negligible. Thermal emission over the barrier at 300 K carries a factor of $3\times10^{-34}$. Defects can carry far more: a defect level halfway across divides the path into two steps of 2.5 nm, each with a factor of about $2\times10^{-9}$. Leakage of a real insulator therefore has to be measured. And across a gap of 0.5 nm the tunnelling factor is 0.02, and such a gap is no longer a clean break.

This matters where two conducting cells touch along an edge. I have counted them as disconnected. If edge contacts conduct, the threshold of the 20 nm film drops from 0.400 to 0.204. That change is more than twice the whole thickness shift at 20 nm, which is 0.088. Your 38% film would then conduct at 20 nm, and the critical thickness of 26 nm would have no meaning for it. The scaling argument did not use the contact rule, so it predicts the same exponent, with other values of $p_c$, $A$ and $h_0$; I have computed only this one threshold for the new rule.

**Q:** And the other quantum and electrical effects?

**A:** For a carrier density of $10^{20}$ cm$^{-3}$ the Fermi energy is 0.26 eV. Confinement across a 20 nm film costs 0.003 eV, which is negligible beside it. Confinement in all three directions of a single hard-walled cell costs 0.15 eV, which is not. A one-cell-wide passage confines the electron in two directions, costing two thirds of that, 0.10 eV. With flat bands it stays open, but its resistance is not that of bulk material. Flat bands are an assumption: a cell holds only about 12 electrons, so interface traps of about $10^{13}$ cm$^{-2}$ would empty such a passage, and a band bending of 0.5 V depletes about 2.4 nm from each face for a relative permittivity of 10, nearly half the cell. The Fermi wavelength, 4.4 nm, is also comparable with the cell, so interference between paths, which the model ignores, is not small by size alone. The charging energy of an isolated grain, for a relative permittivity of 10, is 0.029 eV, about equal to $k_BT=0.026$ eV, so weakly coupled grains would add a temperature dependence that the model lacks. In the worst case, 1 V falling across one blocked cell produces 2 MV/cm. Thin SiO$_2$ of high quality withstands very roughly 10 MV/cm. Oxides of higher permittivity usually withstand less, and so may a mixed film.

**Q:** How close is all this to a real co-sputtered film?

**A:** The carrier density and mass are roughly typical of degenerate conducting oxides. The permittivity is a round value for the material around a grain, and the barrier is a round value for a wide-gap insulator. The cell size is the least certain input, since it depends on how far the phases separate during deposition; all thicknesses here scale with it. The assumption most easily broken is that cells are independent and alike in all directions. Suppose the phases grow as columns through the full thickness. Every layer is then a copy of the first, and depth offers no new detours. For square columns joined by faces the threshold is 0.593 at any thickness, instead of 0.400 at 20 nm, and the thickness shift vanishes. In the film of independent cells, edge contacts move the 20 nm threshold the other way, to 0.204. The 26 nm is thus a result for this geometry, not a design value for a given material.

**Q:** What should I check before fitting $h^{-1/\nu}$ to my own series?

**A:** First, that you have several compositions at each thickness: films of a single composition give one critical thickness, not a threshold for each $h$. Measure the bulk threshold separately on much thicker films, since a fit with $p_c$ left free can absorb a wrong exponent. Then, that a given deposition recipe yields the same composition and grain size at every thickness, that correlations extend over much less than the thickness, and that neither surface conducts better than the interior. A surface layer rich enough in conducting cells can carry the current by itself. Even one that cannot may link up with the interior and lower the threshold of the whole film. The films should be many times wider than they are thick. Include $h_0$ in the fit unless all the films are many tens of grains thick; otherwise the thin-film corrections will appear as a wrong exponent, as it did in your estimate of 1.03. Even between 10 and 20 layers, the fitted law gives an apparent power of 1.08 instead of 1.14. The numerical output gives the full set of thresholds and the sizes of the neglected effects.

## Computed results

```
one layer: threshold 0.5905 +- 0.0008
cube 8: slope 6.52, crossing near p_c 0.342
cube 20: slope 16.46, crossing near p_c 0.333
1/nu from cubes 1.011; established 1.141
film 2 layers: threshold 0.4743 +- 0.0007
film 3 layers: threshold 0.4264 +- 0.0007
film 4 layers: threshold 0.3996 +- 0.0006
film 6 layers: threshold 0.3696 +- 0.0006
film 8 layers: threshold 0.3550 +- 0.0007
film 12 layers: threshold 0.3401 +- 0.0004
free fit: power 1.159 +- 0.033
fixed nu: A 0.519, h0 0.76 cells
chi-square, 4 degrees of freedom: nu=0.8765 2.3, nu=4/3 309.2
cube 6 at film threshold: crossing 0.630
cube 8 at film threshold: crossing 0.648
cube 12 at film threshold: crossing 0.619
cube 12 at threshold of 6-layer film: 0.904
6 layers at bulk p_c, L=6,24,72: 0.307, 0.009, 0.000
cell 5.0 nm, conducting fraction 0.38
10 nm film: threshold 0.474, shift 0.163
15 nm film: threshold 0.426, shift 0.115
20 nm film: threshold 0.400, shift 0.088
30 nm film: threshold 0.370, shift 0.058
40 nm film: threshold 0.355, shift 0.043
60 nm film: threshold 0.340, shift 0.028
critical thickness at this fraction 25.7 nm
600 nm squares crossing: 20 nm 0.000, 40 nm 1.000
barrier 2.0 eV, mass 0.3 m_e, T 300 K
carriers 1e+20 cm^-3, permittivity 10
tunnelling factor, 5 nm cell 5.8e-18
tunnelling factor, 0.5 nm gap 1.9e-02
thermal emission factor 2.5e-34
Fermi energy 0.262 eV, kT 0.0259 eV
confinement: one cell 0.150 eV, 20 nm film 0.0031 eV
charging energy of isolated grain 0.029 eV
field, 1 V on one blocked cell 2.0 MV/cm
20 nm film if edge contacts conduct: 0.204 +- 0.001
```
